# Strain Gauge Field in Graphene and the Uniform Triaxial Pseudomagnetic Field: a numerical check

```python
# RESULT UNDER TEST
# Honeycomb lattice, hopping -t*exp(-beta*(length/a - 1)), x along a zigzag row.
# In valley xi = +1 or -1 a strain e enters as q -> q + A with
#   A = -xi*beta/(2a) * (e_xx - e_yy, -2 e_xy),
# and the triaxial displacement u = c*(2xy, x^2 - y^2) gives the uniform
# curl A = 4*xi*beta*c/a, hence a pseudomagnetic field (hbar/e)*curl A.
# Symbols: a bond length (nm), t hopping (eV), beta bond-length sensitivity,
# c strength of the triaxial displacement (1/nm), grad_u[i, j] = d u_i / d x_j.
import numpy as np
from scipy import sparse
from scipy.constants import hbar, e as charge
from scipy.signal import find_peaks

a, t, beta, c = 0.14, 3.0, 3.0, 1.0e-3
hbar_v = 1.5 * t * a
tesla_nm2 = hbar / charge * 1e18
s3 = np.sqrt(3.0)
bonds = a * np.array([[0.0, 1.0], [s3 / 2, -0.5], [-s3 / 2, -0.5]])


def valley_point(xi):
    return np.array([xi * 4 * np.pi / (3 * s3 * a), 0.0])


def hopping(length):
    return t * np.exp(-beta * (length / a - 1))


def gauge_formula(grad_u, xi):
    e = (grad_u + grad_u.T) / 2
    return -xi * beta / (2 * a) * np.array([e[0, 0] - e[1, 1], -2 * e[0, 1]])


def dirac_point(grad_u, xi, laboratory=False):
    """Zero of the Bloch sum with full exponential hoppings (Newton search)."""
    deformed = bonds @ (np.eye(2) + grad_u).T
    hop = hopping(np.linalg.norm(deformed, axis=1))
    vectors = deformed if laboratory else bonds
    k = valley_point(xi)
    for _ in range(12):
        terms = hop * np.exp(1j * vectors @ k)
        value, slope = terms.sum(), 1j * terms @ vectors
        jacobian = np.array([slope.real, slope.imag])
        k = k - np.linalg.solve(jacobian, [value.real, value.imag])
    return k


# --- Uniform strain: errors of a first-order formula must fall fourfold -----
shape = np.array([[0.7, 0.9], [-0.2, -0.4]])     # strain plus rotation
q_shape = np.array([0.8, -0.5])                # in 1/nm per unit scale


def first_order_errors(scale, xi):
    g = scale * shape
    K = valley_point(xi)
    A = gauge_formula(g, xi)
    err_material = np.linalg.norm(dirac_point(g, xi) - (K - A))
    err_lab = np.linalg.norm(dirac_point(g, xi, True) - (K - A - g.T @ K))
    q = scale * q_shape / a
    lengths = np.linalg.norm(bonds @ (np.eye(2) + g).T, axis=1)
    bloch = -np.sum(hopping(lengths) * np.exp(1j * bonds @ (K + q)))
    p = q + A
    err_bloch = abs(bloch - hbar_v * (xi * p[0] - 1j * p[1]))
    return np.array([err_material, err_lab, err_bloch])


for xi in (1, -1):
    ratio = first_order_errors(1e-3, xi) / first_order_errors(5e-4, xi)
    assert np.all(np.abs(ratio - 4) < 0.3), ratio


# --- Local field of the triaxial pattern from the full hoppings -------------
def triaxial_gradient(r, strength, phi=0.0):
    rot = np.array([[np.cos(phi), -np.sin(phi)], [np.sin(phi), np.cos(phi)]])
    x, y = rot.T @ r
    g = 2 * strength * np.array([[y, x], [x, -y]])
    return rot @ g @ rot.T


def local_curl(r, strength, xi, phi=0.0, h=0.2):
    def A(point):
        g = triaxial_gradient(point, strength, phi)
        return valley_point(xi) - dirac_point(g, xi)
    ex, ey = np.array([h, 0.0]), np.array([0.0, h])
    return ((A(r + ex) - A(r - ex))[1] - (A(r + ey) - A(r - ey))[0]) / (2 * h)


curl_formula = 4 * beta * c / a
angles = np.arange(12) * np.pi / 6 + 0.1
circle = 10.0 * np.column_stack([np.cos(angles), np.sin(angles)])
weak = c / 100
for xi in (1, -1):
    for phi in (0.0, np.pi / 18, np.pi / 6):
        for r in circle[::3]:
            got = local_curl(r, weak, xi, phi) / (4 * beta * weak / a)
            assert abs(got - xi * np.cos(3 * phi)) < 2e-3, (xi, phi, got)
center_field = {xi: tesla_nm2 * local_curl(np.zeros(2), c, xi) for xi in (1, -1)}
ring_field = {xi: tesla_nm2 * np.array([local_curl(r, c, xi) for r in circle])
              for xi in (1, -1)}
field = tesla_nm2 * curl_formula
for xi in (1, -1):
    assert abs(center_field[xi] / (xi * field) - 1) < 2e-3
    # second order in beta*strain = 0.06 is allowed at 10 nm
    assert np.max(np.abs(ring_field[xi] / (xi * field) - 1)) < 0.03


# --- Finite lattices --------------------------------------------------------
def honeycomb(inside, reach):
    n = int(reach / (1.5 * a)) + 4
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1), indexing="ij")
    pos_b = (i[..., None] * (bonds[1] - bonds[0])
             + j[..., None] * (bonds[2] - bonds[0]))
    pos_a = pos_b - bonds[0]
    keep_a, keep_b = inside(pos_a), inside(pos_b)
    id_a, id_b = np.full(i.shape, -1), np.full(i.shape, -1)
    id_a[keep_a] = np.arange(keep_a.sum())
    id_b[keep_b] = np.arange(keep_b.sum())
    rows, cols = [], []
    for shift in ((0, 0), (1, 0), (0, 1)):
        neighbour = np.roll(id_b, (-shift[0], -shift[1]), axis=(0, 1))
        ok = (id_a >= 0) & (neighbour >= 0)
        rows.append(id_a[ok])
        cols.append(neighbour[ok])
    return (pos_a[keep_a], pos_b[keep_b],
            np.concatenate(rows), np.concatenate(cols))


def displacement(r, strength):
    x, y = r[:, 0], r[:, 1]
    return strength * np.column_stack([2 * x * y, x**2 - y**2])


# Triangle with hopping linearized in the displacement: exact levels
M = 30
c_tri = 1 / (beta * a * (M + 1))
inradius = 1 / (2 * beta * c_tri)
ra, rb, row, col = honeycomb(
    lambda r: np.all(r @ bonds.T / a > -inradius, axis=-1), 2 * inradius)
delta = rb[col] - ra[row]
du = displacement(rb, c_tri)[col] - displacement(ra, c_tri)[row]
linear_hop = t * (1 - beta * np.sum(delta * du, axis=1) / a**2)
block = np.zeros((len(ra), len(rb)))
block[row, col] = -linear_hop
singular = np.sort(np.linalg.svd(block, compute_uv=False))
tau = 3 * beta * c_tri * t * a
predicted = np.sort(np.concatenate(
    [np.full(M - n + 1, tau * np.sqrt(n * (2 * M + 2 - n)))
     for n in range(1, M + 1)]))
assert len(singular) == len(predicted)
assert np.max(np.abs(singular - predicted)) < 1e-9
zero_modes = len(rb) - np.sum(singular > 1e-8)
assert zero_modes == M + 1
tri_first = singular[0]
tri_degeneracy = int(np.sum(np.abs(singular - tri_first) < 1e-8))
tri_continuum = hbar_v * np.sqrt(2 * 4 * beta * c_tri / a)

# Disc with truly displaced atoms and exponential hopping; same disc in a real field
radius = 18.0
ra, rb, row, col = honeycomb(lambda r: np.sum(r**2, axis=-1) < radius**2, radius)
delta = rb[col] - ra[row]
middle = (rb[col] + ra[row]) / 2
du = displacement(rb, c)[col] - displacement(ra, c)[row]
strained_hop = hopping(np.linalg.norm(delta + du, axis=1))
phase = curl_formula / 2 * (middle[:, 0] * delta[:, 1] - middle[:, 1] * delta[:, 0])
magnetic_hop = t * np.exp(1j * phase)
site_a = int(np.argmin(np.sum(ra**2, axis=1)))
site_b = len(ra) + int(np.argmin(np.sum(rb**2, axis=1)))
energy = np.arange(0, 0.5, 0.0005)


def hamiltonian(hop):
    d = sparse.csr_matrix((-hop, (row, col)), shape=(len(ra), len(rb)))
    return sparse.bmat([[None, d], [d.conj().T, None]], format="csr")


def local_dos(H, site, n_vectors=1500):
    """Chebyshev expansion of the local density of states, Jackson kernel."""
    width = 1.01 * abs(H).sum(axis=1).max()
    Hs = H / width
    v0 = np.zeros(H.shape[0], dtype=H.dtype)
    v0[site] = 1
    v1 = Hs @ v0
    N = 2 * n_vectors
    mu = np.zeros(N)
    mu[0], mu[1] = 1.0, np.vdot(v0, v1).real
    for n in range(1, n_vectors):
        v2 = 2 * (Hs @ v1) - v0
        mu[2 * n] = 2 * np.vdot(v1, v1).real - mu[0]
        mu[2 * n + 1] = 2 * np.vdot(v2, v1).real - mu[1]
        v0, v1 = v1, v2
    k = np.arange(N)
    q = np.pi / (N + 1)
    mu *= ((N - k + 1) * np.cos(q * k) + np.sin(q * k) / np.tan(q)) / (N + 1)
    mu[1:] *= 2
    series = np.cos(np.outer(np.arccos(energy / width), k)) @ mu
    return series / (np.pi * np.sqrt(width**2 - energy**2)), np.pi * width / N


def first_peaks(rho):
    index, _ = find_peaks(rho, prominence=0.2 * rho.max())
    return energy[index][:3]


H_strain, H_field = hamiltonian(strained_hop), hamiltonian(magnetic_hop)
rho_a, resolution = local_dos(H_strain, site_a)
rho_b, _ = local_dos(H_strain, site_b)
mag_a, _ = local_dos(H_field, site_a)
mag_b, _ = local_dos(H_field, site_b)
levels = hbar_v * np.sqrt(2 * np.arange(1, 4) * curl_formula)
peaks_strain, peaks_field = first_peaks(rho_a), first_peaks(mag_a)
assert len(peaks_strain) == 3 and len(peaks_field) == 3
assert np.max(np.abs(peaks_strain / levels - 1)) < 0.02
assert np.max(np.abs(peaks_field / levels - 1)) < 0.02
assert rho_a[0] / rho_b[0] < 0.02            # zero modes of both valleys on B
assert abs(mag_a[0] / mag_b[0] - 1) < 0.05   # real field: shared by A and B
assert abs(rho_b[0] / mag_b[0] - 2) < 0.1    # two valleys against one

# --- Worked numbers ---------------------------------------------------------
print(f"hopping t = {t:.1f} eV, bond length a = {a:.2f} nm, beta = {beta:.1f}")
print(f"triaxial strength c = {c:.4f} 1/nm")
print(f"hbar v = {hbar_v:.3f} eV nm")
print(f"valley wave number |K| = {valley_point(1)[0]:.3f} 1/nm")
uniaxial = np.diag([0.01, 0.0])
for xi in (1, -1):
    shift = dirac_point(uniaxial, xi) - valley_point(xi)
    print(f"valley {xi:+d}, e_xx = 0.01: Dirac shift in x, full hopping "
          f"{shift[0]:+.5f}, formula {-gauge_formula(uniaxial, xi)[0]:+.5f} 1/nm")
print(f"curl of gauge field, formula = {curl_formula:.5f} 1/nm^2")
print(f"pseudomagnetic field, formula = {field:.2f} T")
for xi in (1, -1):
    print(f"valley {xi:+d}: field at centre, full hopping {center_field[xi]:+.2f} T")
    print(f"valley {xi:+d}: field on 10 nm circle from {ring_field[xi].min():+.2f} "
          f"to {ring_field[xi].max():+.2f} T")
print(f"largest principal strain at 10 nm = {2 * c * 10:.3f}")
print(f"magnetic length = {1 / np.sqrt(curl_formula):.3f} nm")
print(f"disc: radius {radius:.0f} nm, {len(ra) + len(rb)} sites")
print(f"energy resolution of density of states = {1000 * resolution:.1f} meV")
for n in range(3):
    print(f"Landau level {n + 1}: formula {levels[n]:.4f}, strained disc "
          f"{peaks_strain[n]:.4f}, real field {peaks_field[n]:.4f} eV")
print(f"zero-energy density, A over B, strain = {rho_a[0] / rho_b[0]:.1e}")
print(f"zero-energy density, A over B, real field = {mag_a[0] / mag_b[0]:.3f}")
print(f"zero-energy density on B, strain over real field = {rho_b[0] / mag_b[0]:.3f}")
print(f"triangle: M = {M}, c = {c_tri:.5f} 1/nm, inradius = {inradius:.2f} nm")
print(f"triangle: A sites {block.shape[0]}, B sites {block.shape[1]}")
print(f"triangle: hopping unit tau = {tau:.5f} eV")
print(f"triangle: zero modes = {zero_modes}, first-level degeneracy = {tri_degeneracy}")
print(f"triangle: first level, diagonalized = {tri_first:.5f} eV")
print(f"triangle: first level, exact formula = {predicted[0]:.5f} eV")
print(f"triangle: first level, continuum formula = {tri_continuum:.5f} eV")
print(f"triangle: largest error of exact spectrum = "
      f"{np.max(np.abs(singular - predicted)):.1e} eV")
print("all good")
```

Running it gives:

```
hopping t = 3.0 eV, bond length a = 0.14 nm, beta = 3.0
triaxial strength c = 0.0010 1/nm
hbar v = 0.630 eV nm
valley wave number |K| = 17.274 1/nm
valley +1, e_xx = 0.01: Dirac shift in x, full hopping +0.10891, formula +0.10714 1/nm
valley -1, e_xx = 0.01: Dirac shift in x, full hopping -0.10891, formula -0.10714 1/nm
curl of gauge field, formula = 0.08571 1/nm^2
pseudomagnetic field, formula = 56.42 T
valley +1: field at centre, full hopping +56.42 T
valley +1: field on 10 nm circle from +56.86 to +56.92 T
valley -1: field at centre, full hopping -56.42 T
valley -1: field on 10 nm circle from -56.92 to -56.86 T
largest principal strain at 10 nm = 0.020
magnetic length = 3.416 nm
disc: radius 18 nm, 39991 sites
energy resolution of density of states = 9.5 meV
Landau level 1: formula 0.2608, strained disc 0.2610, real field 0.2605 eV
Landau level 2: formula 0.3689, strained disc 0.3695, real field 0.3690 eV
Landau level 3: formula 0.4518, strained disc 0.4565, real field 0.4570 eV
zero-energy density, A over B, strain = 1.2e-06
zero-energy density, A over B, real field = 1.000
zero-energy density on B, strain over real field = 1.996
triangle: M = 30, c = 0.07680 1/nm, inradius = 2.17 nm
triangle: A sites 465, B sites 496
triangle: hopping unit tau = 0.29032 eV
triangle: zero modes = 31, first-level degeneracy = 30
triangle: first level, diagonalized = 2.26749 eV
triangle: first level, exact formula = 2.26749 eV
triangle: first level, continuum formula = 2.28600 eV
triangle: largest error of exact spectrum = 1.3e-14 eV
all good
```
